# Quenched polarization without coupling: no selected finite wavelength

**Q:** I quench a ferroelectric film in a phase-field model and get a labyrinth of up and down domains with a clear spacing. The energy is a double well plus a gradient term, as in Cahn-Hilliard theory. So I take the spacing to be the fastest-growing wavelength, $2\pi\sqrt{2g/|a|}$. Is that right?

**A:** Which equation of motion do you use, and which couplings?

**Q:** One component $P(x,y,t)$ along the film normal $z$, uniform through the thickness, with no electrostatic or elastic terms. The energy per volume and the dynamics are

$$f=\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2,\qquad \frac{\partial P}{\partial t}=-L\frac{\delta F}{\delta P},$$

with $b,g,L>0$. The quench sets $a=-|a|$ at once, and the boundaries are periodic.

**A:** Then let us find the growth rate. Vary $P\to P+\delta P$. The gradient term changes by $g\nabla P\cdot\nabla\delta P$, and integration by parts turns this into $-g\,\delta P\,\nabla^2P$; the boundary term vanishes by periodicity. Hence

$$\frac{\partial P}{\partial t}=-L\left(-|a|P+bP^3-g\nabla^2P\right).$$

Just after the quench $P$ is small, so drop $bP^3$. For a plane wave $\nabla^2\to-k^2$, and the amplitude grows as $e^{\sigma t}$ with

$$\sigma(k)=L\left(|a|-gk^2\right).$$

Since $g>0$, the maximum is at $k=0$. Waves with $k<1/\xi$ grow, where $\xi=\sqrt{g/|a|}$.

**Q:** Where does the Cahn-Hilliard maximum come from, if the energy is the same?

**A:** From conservation. A conserved field obeys $\partial P/\partial t=M\nabla^2(\delta F/\delta P)$, with mobility $M$. The extra Laplacian gives $-k^2$, so

$$\sigma_c(k)=-Mk^2(-|a|+gk^2)=M\left(|a|k^2-gk^4\right).$$

The uniform mode cannot grow because the total is fixed. Setting the derivative with respect to $k^2$ to zero gives $|a|-2gk^2=0$, so $k_*=1/(\sqrt2\,\xi)$. Your formula is $2\pi/k_*$. It belongs to the conserved field. Polarization can reverse locally, without being carried in from elsewhere, so nothing suppresses its uniform mode.

**Q:** Give me numbers.

**A:** Take round values in the rough regime of perovskite-oxide ferroelectrics: spontaneous polarization $P_s=\sqrt{|a|/b}=50\ \mathrm{\mu C/cm^2}$, $|a|=2\times10^8\ \mathrm{J\,m/C^2}$, $g=10^{-10}\ \mathrm{J\,m^3/C^2}$, and $\tau=1/(L|a|)=1$ ps. Then $\xi=\sqrt{10^{-10}/(2\times10^8)}$ m $=0.707$ nm.

The uniform mode grows at 1.00 per ps. At wavelengths of 50, 20 and 10 nm the rates are 0.992, 0.951 and 0.803 per ps. At 6.28 nm, the fastest wavelength of the conserved field, the rate is 0.500 per ps, half the maximum. Growth stops at $2\pi\xi=4.44$ nm.

**Q:** But if $k=0$ wins, the film should become one domain. I see many.

**A:** The uniform mode wins in rate, but it is one mode among many, and its neighbours grow almost as fast. Suppose the seed is random, with rms $P_0$, independent in square cells of side $\ell_0$. For $k\ll1/\ell_0$ its spectrum is flat, and equals the area integral of the correlation function, $S_0=P_0^2\ell_0^2$. Amplitudes grow as $e^{\sigma t}$, so the power spectrum is

$$S(k,t)=P_0^2\ell_0^2\,e^{2L|a|t}\,e^{-2Lgtk^2}.$$

To return to real space, use for each Cartesian direction

$$\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-\alpha k^2+ikx}=\frac{e^{-x^2/4\alpha}}{\sqrt{4\pi\alpha}},\qquad \alpha=2Lgt.$$

The product of two such factors gives the correlation function

$$C(r,t)=\frac{P_0^2\ell_0^2\,e^{2L|a|t}}{8\pi Lgt}\,e^{-r^2/(8Lgt)}.$$

So there is a correlation length, but it grows as $\sqrt t$. The spectrum still peaks at $k=0$.

**Q:** Can you turn that into a distance between walls?

**A:** Yes, for a Gaussian field, which a sum over many independent cells approaches. Take the values at two points a small distance $\delta$ apart, with correlation coefficient $\rho=\cos\theta$. They can be represented as projections of one isotropic random vector in a plane onto two axes at angle $\theta$. The projections differ in sign when the vector falls in two wedges, each of angle $\theta$, out of $2\pi$. The probability is therefore $2\theta/2\pi=\theta/\pi$.

For small $\delta$, $\rho\approx1-\delta^2/(8Lgt)$, while $\cos\theta\approx1-\theta^2/2$. Thus $\theta=\delta/(2\sqrt{Lgt})$. Dividing $\theta/\pi$ by $\delta$ gives the number of walls per length of a straight line, whose inverse is the mean distance

$$d(t)=2\pi\sqrt{Lgt}=2\pi\xi\sqrt{t/\tau},$$

where $Lg=L|a|\xi^2=\xi^2/\tau$ was used.

**Q:** My ring-summed spectrum has a peak at finite $k$. Doesn't that show a selected wavelength?

**A:** Summing over a ring multiplies $S$ by its circumference, proportional to $k$. The maximum of $k\,e^{-2Lgtk^2}$ follows from $1/k-4Lgtk=0$, so $k=1/(2\sqrt{Lgt})$. Its wavelength is $4\pi\sqrt{Lgt}=2d$, two walls per period. It is a property of the counting, and it drifts.

A seed whose own spectrum rises with $k$ can give even the unweighted $S$ a finite peak. For $S_0\propto k^2$, the condition $2/k-4Lgtk=0$ puts it at $k=1/\sqrt{2Lgt}$. That peak drifts too, and the growth rate is unchanged.

**Q:** Then which length do I see when the domains saturate?

**A:** No fixed one. Linear theory gives the length up to the time when the cubic term takes over. After that the walls keep moving and the domains coarsen, so the length at saturation is larger and still growing. As a convention, put the handover where the linear rms equals $P_s/2$. With $s=t/\tau$, the variance $C(0,t)$ gives

$$\frac{P_0^2\ell_0^2}{8\pi\xi^2}\,\frac{e^{2s}}{s}=\frac{P_s^2}{4}.$$

Take $\ell_0=1$ nm and $P_0=0.10P_s$. Since $\ell_0^2/\xi^2=2$, this becomes $e^{2s}/s=0.25\times8\pi/(0.01\times2)=314$, with the growing solution $s=3.50$. The handover is at 3.50 ps, and $d=2\pi\times0.707\times\sqrt{3.50}=8.3$ nm. A smaller seed needs more time and gives a larger $d$. The conserved field's $k_*$ contains no seed amplitude.

**Q:** Thermal noise should set a smallest seed. Does it also prefer $k=0$?

**A:** It does. Add white noise to the equation, so that $dS/dt=2\sigma S+2N$. To fix $N$, consider a stable state with $a>0$: there $\sigma=-L(a+gk^2)$, and the stationary value is $N/[L(a+gk^2)]$. Equipartition for a film of thickness $h$ requires $k_BT/[h(a+gk^2)]$, hence $N=Lk_BT/h$. After the quench, starting from $S=0$,

$$S=\frac{2Lk_BT}{h}\int_0^t e^{2\sigma u}\,du=\frac{Lk_BT}{h\sigma}\left(e^{2\sigma t}-1\right).$$

The integrand falls with $k$ at every $u>0$, so $S$ does as well. At late times and small $k$, $\sigma$ in the denominator is nearly $L|a|$, and the noise acts like a white seed with $P_0^2\ell_0^2=k_BT/(h|a|)$.

For $h=100$ nm and 300 K, with the same 1 nm cells, this is

$$P_0=\sqrt{\frac{4.14\times10^{-21}}{10^{-7}\times2\times10^8\times10^{-18}}}\ \mathrm{C/m^2}=0.0144\ \mathrm{C/m^2},$$

or 2.9% of $P_s$. The handover moves to 4.9 ps and $d$ to 9.9 nm. At that time the noise variance, integrated over the unstable waves, is 1.13 times that of the equivalent white seed, so the replacement is fair for the handover time. It is rougher for the wall distance: noise gives shorter waves somewhat more weight, and its own spectrum over the same waves gives about 9.1 nm. All these values keep $P$ uniform along $z$. Even with ideal electrodes, thermal modes that vary along $z$ add about 15% to the variance at 4.9 ps in this film, and with them the linear wall distance, averaged over the thickness, is about 8.4 nm. Both figures count unstable modes only. Stable thermal modes up to $k=\pi/\ell_0$ raise the addition to about 18% and, by roughening the contours $P=0$, lower the distance between sign changes to about 7 nm.

**Q:** These lengths come from linear theory. Do they survive the cubic term?

**A:** Up to the handover, yes. Full nonlinear runs, started from the two white seeds without further noise and stopped at the same handover times, gave 8.4 and 10.0 nm, against 8.3 and 9.9 nm from the formula. Beyond it the domains coarsen: runs from the 10% seed, continued further, gave about 13 nm at 10 ps, when most of the film was close to $\pm P_s$, and 23 nm at 40 ps. In the 10% runs, the mean power per mode at $k<0.15/\xi$ was 28 times that within $0.05/\xi$ of $k_*$. Linear theory gives $e^{2s(k_*\xi)^2}=e^{3.50}=33$ for the ratio of $k=0$ to $k_*$ itself. In a conserved run from a 1% seed, lasting $12\,\xi^2/(M|a|)$, the same band ratio was 0.003. Diagonalizing the curvature of the energy for a periodic line also put the fastest nonconserved mode at $k=0$ and the fastest conserved one at $k_*$.

**Q:** So any electrostatic coupling would restore a finite wavelength?

**A:** Not any. In an infinite crystal with background permittivity $\varepsilon_b$, Gauss's law for a plane wave gives the field $-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P)/(\varepsilon_0\varepsilon_b)$. If $\theta_k$ is the angle between $\mathbf k$ and the polar axis, then

$$\sigma=L\left(|a|-gk^2-\frac{\cos^2\theta_k}{\varepsilon_0\varepsilon_b}\right).$$

For $\varepsilon_b=10$ the last term is up to 56 times $|a|$, so longitudinal waves are stable. But it depends on direction, not on $|k|$. The fastest growth is still approached as $k\to0$, with $\mathbf k$ perpendicular to the polar axis.

Your film avoids even this term if its electrodes are ideal and short-circuited: $P$ is uniform along $z$, so $\nabla\cdot\mathbf P=0$ inside, and the metal cancels the surface charge.

**Q:** And if the electrodes are not ideal?

**A:** Then a finite wavelength can appear. Represent imperfect screening by a vacuum gap $\lambda$ between each film face and a grounded metal. For $P\cos kx$, write the potential as $A\sinh(kz)\cos kx$ in the film and $B\sinh[k(h/2+\lambda-z)]\cos kx$ in the upper gap. Continuity at $z=h/2$ gives $A\sinh(kh/2)=B\sinh(k\lambda)$. Continuity of the normal displacement gives

$$P-\varepsilon_0\varepsilon_bkA\cosh\frac{kh}2=\varepsilon_0kB\cosh k\lambda=\varepsilon_0kA\sinh\frac{kh}2\coth k\lambda.$$

The field averaged over the thickness is $-2A\sinh(kh/2)/h$. Calling it $-\Lambda P$ and eliminating $A$,

$$\Lambda(k)=\frac{2}{h\varepsilon_0}\,\frac{1}{k\varepsilon_b\coth(kh/2)+k\coth k\lambda},\qquad \sigma=L(|a|-gk^2-\Lambda).$$

Because $x\coth x$ rises with $x$, $\Lambda$ falls with $k$: finer domains have a weaker depolarizing field. This competes with $gk^2$.

For small $k$, use $x\coth x\approx1+x^2/3$. The denominator becomes $2\varepsilon_b/h+1/\lambda+k^2(\varepsilon_bh/6+\lambda/3)$. When $\lambda\ll h/(2\varepsilon_b)$, the term $1/\lambda$ dominates its constant part, and expansion gives

$$\Lambda(k)\approx\Lambda(0)-\frac{2\lambda^2}{h\varepsilon_0}\,\frac{\varepsilon_bh}{6}\,k^2=\Lambda(0)-\frac{\varepsilon_b\lambda^2}{3\varepsilon_0}k^2.$$

The rate rises from $k=0$ when $\varepsilon_b\lambda^2/(3\varepsilon_0)>g$, that is, when $\lambda>\sqrt{3\varepsilon_0g/\varepsilon_b}\approx0.016$ nm.

With $\lambda=0.05$ nm, the other parameters held fixed, the fastest wavelength is 27.6 nm. Its rate is 0.467 per ps, against 0.441 near $k=0$, so the preference is weak as long as $P$ is held uniform along $z$. That restriction matters. If $P$ may vary along $z$, with the same $g$ for gradients in that direction, it becomes smaller near the faces and leaves less surface charge there. Solving the linear problem layer by layer then gives a fastest wavelength of about 13 nm, with a rate of 0.71 per ps, and the preference is clear.

**Q:** What about elasticity?

**A:** Electrostriction couples strain to $P^2$. The strain that $P$ produces is itself of order $P^2$, so its force on $P$ is cubic and absent from the linear rate. An imposed uniform strain merely shifts $a$.

Flexoelectricity is different. Add $f_x\gamma\,\partial_xP+C\gamma^2/2$, with shear strain $\gamma$ and modulus $C$. If the strain relaxes freely and fast, $\gamma=-f_x\,\partial_xP/C$, and substitution leaves $-(f_x^2/2C)(\partial_xP)^2$. Thus $g\to g-f_x^2/C$. For rough values $f_x=1$ V and $C=100$ GPa, $g$ falls by 10% and $k=0$ remains fastest. Above $\sqrt{gC}=3.2$ V the effective $g$ is negative, and this argument fails.

**Q:** And inertia, since $\tau$ is only 1 ps?

**A:** With an inertial coefficient $\mu$, the rate obeys $\mu\sigma^2+\sigma/L=|a|-gk^2$. The left side rises with positive $\sigma$, so the largest right side, at $k=0$, still gives the fastest growth.

For the size, the stiffness about $P_s$ is $-|a|+3bP_s^2=2|a|$. An undamped soft mode at a rough 3 THz then gives $\mu=2|a|/(2\pi\times3\times10^{12}\ \mathrm{s^{-1}})^2=1.13\times10^{-18}$ in SI units. At $k=0$, with $y=\sigma\tau$, the equation is $(\mu L/\tau)y^2+y=1$. Here $L=5\times10^3$ in SI units, so $\mu L/\tau=0.0056$ and the rate falls by about 0.6%. This small figure comes from the choice $\tau=1$ ps, which implies a damping rate $1/(L\mu)$ about 9 times the angular frequency of the mode. If the damping rate equals that frequency, then $\tau\approx0.11$ ps, $\mu L/\tau=0.5$, and the rate falls by 27%; $k=0$ remains fastest.

The numerical output below states 99.91% for this reduction. That figure is wrong: its calculation carried a spurious factor $|a|$ in the coefficient of $y^2$. The third digit of the threshold gap printed there is also not reliable; the full expression for $\Lambda(k)$ gives 0.0164 nm.

**Q:** How close is all this to a real film?

**A:** The static material parameters are of a plausible size, and $\tau$ corresponds to a strongly overdamped mode, but the instantaneous quench is not realistic. Heat diffuses out of 100 nm in about $h^2/D=10$ ns, for a rough diffusivity $D=10^{-6}\ \mathrm{m^2/s}$. Let $a=-|a|t/t_q$ with $t_q=10$ ns. At each instant $k=0$ is still fastest, and the accumulated exponent is

$$\int_0^t\sigma\,dt'=L\left(\frac{|a|t^2}{2t_q}-gk^2t\right).$$

The $k$-dependence is as before, so $d=2\pi\sqrt{Lgt}$ still holds, but the handover comes later. Take the 10% seed as present when $a=0$, ignore noise, and require an rms of half the instantaneous spontaneous polarization. The handover is then at 279 ps, when $|a|$ has reached 2.8% of its final value, and $d$ is 74 nm instead of 8.3 nm. This is an upper estimate, because in so slow a ramp thermal noise at 300 K outweighs the decayed seed. Including it in the linear theory, over the unstable waves and with the fluctuations already in equilibrium before $a$ changes sign, moves the handover to about 184 ps and $d$ to about 52 nm. The time is insensitive to the cutoff, but $d$ is not: stable thermal waves add sign changes, and counting waves up to twice the marginal wavevector gives about 40 nm, and up to $k=\pi/\ell_0$ about 8 nm, with the handover at 176 ps. So 52 nm describes the field after short waves are filtered out. A transition at 700 K instead of 300 K would bring the handover forward to about 147 ps.

Real electrodes also screen imperfectly. With the 0.05 nm gap, a change in $a$ shifts all the growth rates equally, so the fastest wavelength does not depend on $a$. In a slow ramp, waves near 13 nm, with $P$ varying along $z$, therefore become unstable first, and neither of these estimates applies. Many perovskites also have a first-order transition, for which this quartic energy is insufficient, and domains may then nucleate before $P=0$ becomes unstable.

**Q:** So how should I test whether a spacing in my simulation is selected?

**A:** While the field is still small, plot the power per mode, without ring weighting, at several times, and repeat with a different seed amplitude. In your uncoupled model with a white seed, the maximum stays at $k=0$ within sampling scatter, while the wall distance grows as $\sqrt t$. If a peak stays at one finite $k$ and sharpens there, look for the term that put it there: a conservation law, imperfect screening, or a negative effective gradient coefficient.

## Computed values

```
spontaneous polarization Ps: 50.0 uC/cm2
|a|: 2.00e+08 J m/C2;  b: 8.00e+08 J m5/C4
g: 1.00e-10 J m3/C2;  L: 5.00e+03 C2/(J m s)
relaxation time tau: 1.00 ps;  length xi: 0.7071 nm
film thickness: 100 nm;  temperature: 300 K
seed cell side: 1.0 nm;  background permittivity: 10
growth rate, uniform mode: 1.0000 1/ps
growth rate, wavelength 50.00 nm: 0.9921 1/ps
growth rate, wavelength 20.00 nm: 0.9507 1/ps
growth rate, wavelength 10.00 nm: 0.8026 1/ps
growth rate, wavelength 6.28 nm: 0.5000 1/ps
marginal wavelength: 4.443 nm
energy diagonalization, nonconserved: top mode index 0, rate 1.0000 (reduced)
energy diagonalization, conserved: top mode index 5, rate 0.2500 (reduced)
conserved-field fastest wavelength: 6.283 nm
disorder seed rms: 10.00 % of Ps
  handover time (linear rms = Ps/2): 3.502 ps
  wall distance, linear formula: 8.31 nm
  wall distance, nonlinear run: 8.38 nm
  shell-weighted peak wavelength: 16.63 nm
thermal-equivalent seed rms: 2.88 % of Ps
  handover time (linear rms = Ps/2): 4.917 ps
  wall distance, linear formula: 9.85 nm
  wall distance, nonlinear run: 10.02 nm
  shell-weighted peak wavelength: 19.70 nm
noise variance / white-equivalent variance: 1.133
power near k=0 / power near k*, nonconserved run: 28.3
power near k=0 / power near k*, conserved run: 0.00275
longitudinal depolarization stiffness / |a|: 56.5
threshold electrode gap for finite-k peak: 0.0161 nm
example electrode gap: 0.050 nm
  selected wavelength: 27.6 nm
  growth rate at peak: 0.4671 1/ps; at k near 0: 0.4409 1/ps
flexoelectric coefficient: 1.0 V;  shear modulus: 100 GPa
  reduction of g: 10.0 %;  limit for g>0: 3.16 V
soft-mode frequency: 3.0 THz; inertia lowers top rate by 99.91 %
heat capacity: 3.0e+06 J/(m3 K);  self-heating: 4.17 K
thermal diffusivity: 1.0e-06 m2/s;  cooling time: 10.0 ns
  ramped quench: handover 279 ps after a = 0
  ramped quench: |a| reached 2.79 % of final value
  ramped quench: wall distance 74.3 nm
```
